# The optimized effective potential as KLI plus a divergence, part 2

The optimized effective potential (OEP) is the local exchange potential $v$ that makes the Fock-type total energy $E$ stationary. Its defining integral equation is ill-conditioned at short wavelengths. The Krieger–Li–Iafrate (KLI) potential approximates it.

Hartree atomic units are used, for one spin channel of a finite system. The orbitals obey $h\varphi_i=\varepsilon_i\varphi_i$, $h=-\tfrac12\nabla^2+v_s$, with $v_s$ real and local. The lowest $N$ are occupied, with a gap above $\varepsilon_N$. Here $v=v_s-v_{\rm ext}-v_H$, with $v_H$ the Hartree potential of both spins, $n_i=|\varphi_i|^2$, $n=\sum_{i\le N}n_i$ and $\bar A_i=\int n_iA\,d^3r$. The exchange energy $E_x$ defines $\hat K$:

$$\frac{\delta E_x}{\delta\varphi_i^*(\mathbf r)}=-\sum_{j\le N}\varphi_j(\mathbf r)\int\frac{\varphi_j^*(\mathbf r')\varphi_i(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r'\equiv(\hat K\varphi_i)(\mathbf r). \tag{1}$$

Define $u_i\varphi_i=\hat K\varphi_i$, $X_{ji}=\langle\varphi_j|v-\hat K|\varphi_i\rangle=X_{ij}^*$ and $d_i=X_{ii}=\bar v_i-\bar u_i$. With $G_i=\sum_{\varepsilon_j\ne\varepsilon_i}\frac{|\varphi_j\rangle\langle\varphi_j|}{\varepsilon_j-\varepsilon_i}$, a change $\delta v_s$ gives $\delta\varphi_i=-G_i\,\delta v_s\,\varphi_i$. The orbital shifts and energy change are

$$\psi_i=-G_i\,(v-\hat K)\,\varphi_i. \tag{2}$$

$$\delta E=-2\int\delta v_s\,S\,d^3r,\qquad S(\mathbf r)=\mathrm{Re}\sum_{i\le N}\varphi_i^*\psi_i. \tag{3}$$

The OEP condition is $S=0$ everywhere. With $\hat P_i$ the projector on the level $\varepsilon_i$, and degenerate partners chosen to make $X$ diagonal within a level,

$$(h-\varepsilon_i)\psi_i=-\,[\,v-u_i-d_i\,]\,\varphi_i,\qquad \hat P_i\psi_i=0. \tag{5}$$

The product rule $\varphi_i^*\nabla\psi_i-\psi_i\nabla\varphi_i^*=\nabla(\varphi_i^*\psi_i)-2\psi_i\nabla\varphi_i^*$ then gives, for every $v$,

$$\mathcal K[v]=\frac1n\sum_{i\le N}n_i\left(\mathrm{Re}\,u_i+\bar v_i-\bar u_i\right),\qquad \mathbf J=\mathrm{Re}\sum_{i\le N}\psi_i\nabla\varphi_i^* . \tag{7}$$

$$n\,\big(v-\mathcal K[v]\big)=\tfrac12\nabla^2S-\nabla\cdot\mathbf J. \tag{8}$$

At the OEP,

$$v=\mathcal K[v]+D,\qquad D=-\frac1n\nabla\cdot\mathbf J=-\frac1n\,\mathrm{Re}\,\nabla\cdot\sum_{i\le N}\psi_i\nabla\varphi_i^*. \tag{9}$$

For an arbitrary $v$, with its own shifts and $D[v]$,

$$\mathcal K[v]+D[v]=v-\frac1{2n}\nabla^2S[v]. \tag{10}$$

The density-weighted average of $D$ vanishes, and KLI replaces $D$ by this average:

$$\int_{r<\mathcal R}nD\,d^3r=-\oint\mathbf J\cdot d\mathbf A\;\longrightarrow\;0\qquad(\mathcal R\to\infty), \tag{11}$$

$$v^{\rm KLI}=\mathcal K[v^{\rm KLI}] \tag{12}$$

## The KLI linear system and the additive constant

Split $\mathcal K$ into the Slater potential and the rest,
$$
\mathcal K[v]=v_{\rm Sl}+\sum_i\frac{n_i}{n}d_i,\qquad v_{\rm Sl}=\frac1n\,\mathrm{Re}\sum_i\varphi_i^*\hat K\varphi_i .
$$
Multiply (9) by $n_j$, integrate and subtract $\bar u_j$ from both sides:
$$
\sum_i(\delta_{ji}-M_{ji})\,d_i=\bar v_{{\rm Sl},j}-\bar u_j+\bar D_j,\qquad M_{ji}=\int\frac{n_jn_i}{n}\,d^3r. \tag{13}
$$
KLI is the same system with $\bar D_j=0$. The matrix $M$ is symmetric, its elements are positive, and $\sum_jM_{ji}=\int n_i\,d^3r=1$. For any real vector $d$,
$$
\tfrac12\sum_{ij}M_{ji}(d_i-d_j)^2=\tfrac12\sum_id_i^2+\tfrac12\sum_jd_j^2-\sum_{ij}d_jM_{ji}d_i=d^T(1-M)\,d,
$$
where the row and column sums were used for the squared terms. Hence $1-M$ is positive semidefinite, and since every $M_{ji}>0$ the form vanishes only when all $d_i$ are equal. The null space is the single vector $(1,\dots,1)$, which is the freedom to add a constant to $v$. A symmetric singular system is solvable only if its right side is orthogonal to the null vector, that is, if the components sum to zero. The first part does so, because $\sum_j\bar v_{{\rm Sl},j}=\int nv_{\rm Sl}\,d^3r=\sum_j\bar u_j$. The second part requires
$$
\sum_j\bar D_j=\int nD\,d^3r=0 .
$$
Had $D$ been replaced by a constant $c\neq0$, the right side would sum to $Nc$ and (13) would have no solution. Zero is the only constant that can stand in for $D$. The individual $\bar D_j$ are not zero in general.

The free constant is fixed by the behaviour at large $r$. Take a nondegenerate $\varphi_N$ and a direction away from its nodal surfaces. Bound orbitals decay as $e^{-\kappa_ir}$ times a power of $r$, with $\kappa_i$ growing with binding, so $n_N/n\to1$ and $\varphi_i/\varphi_N\to0$ exponentially for $i<N$. From (1), $u_N=-\sum_j(\varphi_j/\varphi_N)V_{jN}$ with $V_{jN}(\mathbf r)=\int\varphi_j^*\varphi_N/|\mathbf r-\mathbf r'|\,d^3r'$. The term $j=N$ is the potential of a unit charge and gives $-1/r$, and the others vanish exponentially. Thus $\mathcal K[v]\to d_N-1/r$. For $D$ the orders of magnitude are as follows. The source of $\psi_i$ with $i<N$ contains $\varphi_NV_{Ni}$, so $\psi_i$ may decay as slowly as $\varphi_N$ times a power of $r$. Then $\psi_i\nabla\varphi_i^*/n$ is of order $\varphi_i/\varphi_N$. For $i=N$ and real orbitals, $S=0$ gives $\psi_N=-\sum_{i<N}\varphi_i\psi_i/\varphi_N$, which is at most of order $\varphi_{N-1}$, and $\psi_N\nabla\varphi_N/n$ is again of order $\varphi_{N-1}/\varphi_N$. Differentiation does not change exponential orders, so $D\to0$ and
$$
v\to d_N-\frac1r .
$$
The choice $v(\infty)=0$ is the condition $d_N=0$, or $\bar v_N=\bar u_N$, for OEP and KLI alike. In practice the last row and column of (13) are deleted. The remaining $(N-1)\times(N-1)$ matrix is positive definite, since the quadratic form above cannot vanish for a nonzero vector with $d_N=0$. On a nodal surface of $\varphi_N$ that extends to infinity, a lower orbital $m$ dominates $n$, and $\mathcal K$ tends to $d_m-1/r$ along that surface. The KLI potential then has direction-dependent limits whenever $d_m\ne0$, and a code that forces it to zero on the whole boundary of the box imposes a wrong condition. For the OEP the estimate $D\to0$ does not carry over to such a surface. For two real orbitals, $S=0$ makes $\psi_1$ vanish where $\varphi_2$ does, and there $\mathcal K=u_1+d_1$, so (5) gives $D=\nabla^2\psi_1/2\varphi_1$. Since $\psi_1$ may decay as slowly as $\varphi_2$, the argument above does not bound this ratio, and the behaviour of the OEP along the surface is not determined here.

## The difference between OEP and KLI at fixed orbitals

It is tempting to read (9) as $v^{\rm OEP}-v^{\rm KLI}=D$. This is false even for identical orbitals, because $\mathcal K$ depends on its argument through the $\bar v_i$. Let $\delta=v^{\rm OEP}-v^{\rm KLI}$, both built from the OEP orbitals. Subtracting (12) from (9), $v_{\rm Sl}$ and the $\bar u_i$ cancel:
$$
\delta=D+\sum_i\frac{n_i}n\,\bar\delta_i,\qquad\sum_i(\delta_{ji}-M_{ji})\,\bar\delta_i=\bar D_j,\qquad\bar\delta_N=0. \tag{14}
$$
The linear system comes from multiplying the first relation by $n_j$ and integrating, and $\bar\delta_N=0$ holds because both potentials obey $d_N=0$. The density-weighted integral of the true difference is
$$
\int n\,\delta\,d^3r=0+\sum_{i<N}\bar\delta_i ,
$$
which is not zero in general. For $N=2$ the system has one unknown,
$$
\bar\delta_1=\frac{\bar D_1}{1-M_{11}}=\frac{\bar D_1}{M_{12}}. \tag{15}
$$
When two orbitals occupy different regions of space, $M_{12}$ is small and $\bar D_1$ enters the relative shift of the potential between the regions multiplied by the large factor $1/M_{12}$. Small $M_{12}$ occurs between atomic shells and between distant fragments. In the limit $M_{12}\to0$, $\bar D_1$ tends to the integral of $nD$ over one isolated region and shrinks as well, and the argument does not decide the ratio. It does show that any numerical error in $\bar D_1$ is multiplied by $1/M_{12}$ in the offset, and that an absolute error $\epsilon$ in $M_{12}$ produces a relative error $\epsilon/M_{12}$ in the offset.

## Occupied and virtual parts of the shifts

Write $\psi_i=\psi_i^{\rm occ}+\psi_i^{\rm virt}$, according to whether $j$ in $G_i$ is occupied or empty. From (2),
$$
\psi_i^{\rm occ}=\sum_{j\le N,\ \varepsilon_j\neq\varepsilon_i}a_{ji}\varphi_j,\qquad a_{ji}=-\frac{X_{ji}}{\varepsilon_j-\varepsilon_i},\qquad a_{ij}=-\frac{X_{ji}^*}{\varepsilon_i-\varepsilon_j}=-a_{ji}^* .
$$
In $S$ the pair $(i,j)$ contributes $a_{ji}\varphi_i^*\varphi_j+a_{ij}\varphi_j^*\varphi_i=z-z^*$ with $z=a_{ji}\varphi_i^*\varphi_j$. This is imaginary, so $S^{\rm occ}=0$ for every $v$. The OEP condition involves the virtual parts only. In $\mathbf J$ the occupied parts do not cancel. The product-rule step used before gives, for the occupied part alone,
$$
-\nabla\cdot\mathbf J^{\rm occ}=\tfrac12\,\mathrm{Re}\sum_i\left(\varphi_i^*\nabla^2\psi_i^{\rm occ}-\psi_i^{\rm occ}\nabla^2\varphi_i^*\right)-\tfrac12\nabla^2S^{\rm occ}.
$$
The last term is zero. With $\nabla^2\varphi_j=2(v_s-\varepsilon_j)\varphi_j$,
$$
\varphi_i^*\nabla^2\varphi_j-\varphi_j\nabla^2\varphi_i^*=2(\varepsilon_i-\varepsilon_j)\,\varphi_i^*\varphi_j ,
$$
and $a_{ji}(\varepsilon_i-\varepsilon_j)=X_{ji}$, so the energy denominators cancel:
$$
nD^{\rm occ}=\sum_{i\ne j}X_{ji}\,\varphi_i^*\varphi_j. \tag{16}
$$
The sum is real because the terms $(i,j)$ and $(j,i)$ are conjugates, and pairs inside a degenerate level may be included since their $X_{ji}$ is zero by the choice of basis. Orthogonality gives $\int nD^{\rm occ}d^3r=0$, and with (11) also $\int nD^{\rm virt}d^3r=0$.

Keeping (16) and dropping only $D^{\rm virt}$ gives
$$
nv=nv_{\rm Sl}+\sum_{i,j\le N}X_{ji}\,\varphi_i^*\varphi_j ,
$$
which is the localized Hartree–Fock (LHF) equation, identical to the common energy denominator approximation (CEDA) for exchange. The full double sum is the diagonal of the operator $\hat\gamma(v-\hat K)\hat\gamma$, with $\hat\gamma$ the projector on the occupied space, and is invariant under unitary mixing of the occupied orbitals. The KLI sum keeps only $i=j$ and is not invariant: it must be evaluated with the eigenfunctions of $h$, not with localized orbitals.

Both approximations also follow from a common denominator. Replacing every $\varepsilon_j-\varepsilon_i$ in $G_i$ by one number $\Delta$ and using completeness gives $G_i\to(1-|\varphi_i\rangle\langle\varphi_i|)/\Delta$, so $\psi_i\to-(v-u_i-d_i)\varphi_i/\Delta$ and $S\to-n(v-\mathcal K[v])/\Delta$. Setting this to zero is KLI. The replacement gives the same sign to the denominators of $(i,j)$ and $(j,i)$ and so destroys the cancellation $S^{\rm occ}=0$. Removing the occupied pairs first, $G_i\to(1-\hat\gamma)/\Delta$, gives LHF. LHF is again a mean-field approximation in the sense of (11). Nothing in the derivation says that $|D^{\rm virt}|$ is smaller than $|D|$, and the example shows a region where it is larger.

## Cases in which KLI is exact

For one orbital per spin, (1) gives $u_1=-\int n(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'$. The orbital is real and nodeless, the source of (5) is real, and $S=\varphi_1\psi_1=0$ forces $\psi_1=0$. Then $\mathbf J=0$, $D=0$, and (9) reads $v=u_1+d_1$ with $d_1=0$. A two-electron singlet therefore cannot test an OEP solver against KLI.

For the uniform electron gas the orbitals are plane waves. Translation invariance makes each of them an eigenfunction of $\hat K$, so each $u_{\mathbf k}$ is a constant and $X$ is diagonal for constant $v$. Then $v-u_{\mathbf k}-d_{\mathbf k}=0$ identically, all shifts vanish, $S=0$ and $D=0$. The gas has no gap, but the vanishing of the source does not depend on one. $D$ thus measures the joint effect of several orbitals and inhomogeneity.

## The exchange virial relation as an independent check

The variation that led to (3) can be applied to $E_x$ alone. For any $\delta v_s$,
$$
\delta E_x-\int v\,\delta n\,d^3r=\sum_i\langle\delta\varphi_i|\hat K-v|\varphi_i\rangle+\text{c.c.}=-2\int\delta v_s\,S\,d^3r .
$$
Choose the scaling family $v_s^\gamma(\mathbf r)=\gamma^2v_s(\gamma\mathbf r)$. Its eigenfunctions are $\gamma^{3/2}\varphi_i(\gamma\mathbf r)$, because the Laplacian also scales as $\gamma^2$. The density becomes $\gamma^3n(\gamma\mathbf r)$, and a change of integration variables gives $E_x^\gamma=\gamma E_x$. Differentiating at $\gamma=1$,
$$
\int v\,(3n+\mathbf r\cdot\nabla n)\,d^3r-E_x=2\int(2v_s+\mathbf r\cdot\nabla v_s)\,S\,d^3r. \tag{17}
$$
The right side vanishes for the OEP. For KLI it is first order in $S$, while the error of the total energy is second order in the deviation from the OEP, since $E$ is stationary there. The virial residual is for this reason a much sharper diagnostic than the energy.

## Solving the equations

At fixed orbitals $S$ is linear in $v$. From (2), for real orbitals,
$$
S[v+\eta]=S[v]-\chi\eta,\qquad\chi(\mathbf r,\mathbf r')=\sum_{i\le N}\varphi_i(\mathbf r)G_i(\mathbf r,\mathbf r')\varphi_i(\mathbf r').
$$
The quadratic form is $\int\eta\,\chi\eta=\sum_i\sum_j|\langle\varphi_j|\eta|\varphi_i\rangle|^2/(\varepsilon_j-\varepsilon_i)$. Occupied pairs cancel because the denominator changes sign, and the occupied–empty terms are positive, so $\chi$ is positive semidefinite with constants in its null space. An update $v\leftarrow v+cS$ with small $c>0$ and $v_H$ held fixed is the change $\delta v_s=cS$, which lowers the energy by (3). At fixed orbitals it maps $S$ to $(1-c\chi)S$, so the opposite sign makes $S$ grow and the iteration diverges.

For $\eta\propto\cos(\mathbf q\cdot\mathbf r)$ with $q$ much larger than the orbital momenta, $\eta\varphi_i$ lies at an excitation energy near $q^2/2$, so $G_i\approx2/q^2$ and $\chi\eta\approx2n\eta/q^2$. This is the ill-conditioning mentioned at the start. Equation (10) shows how the divergence form compensates for it. If $v$ differs from the OEP by such an $\eta$, then $S\approx-2n\eta/q^2$, $\nabla^2S\approx+2n\eta$, and $v-\nabla^2S/2n$ removes $\eta$ in one step. Away from the nuclei, the iteration $v\leftarrow\mathcal K[v]+D[v]$ is thus well scaled for short wavelengths. At a point nucleus of charge $Z$ it is not: the cusps of $\varphi_i$ and $\psi_i$ give $\nabla^2S\approx-4ZS(0)/r$, so a step from a potential with $S(0)\ne0$ adds the singular term $2ZS(0)/[n(0)\,r]$ to $v$. The short-wavelength estimate also says nothing about long wavelengths and does not establish convergence, and the division by $n$ magnifies any numerical error of $\nabla\cdot\mathbf J$ in the tails, where $D$ should vanish exponentially away from nodal surfaces of $\varphi_N$. Convergence tests and error norms should use $nD$, not $D$.

On a grid small enough for dense algebra, the density factor is removed by scaling. With $y=\sqrt n\,\eta$ the equation $\chi\eta=S$ becomes $\tilde\chi y=S/\sqrt n$, with $\tilde\chi=n^{-1/2}\chi\,n^{-1/2}$ built from the bounded ratios $\varphi_i/\sqrt n$. The null vector is $\sqrt n$. Adding the projector on it makes the matrix invertible, and the constant is fixed afterwards by $d_N=0$. The reduced resolvent is obtained as $G_i=(1-\hat P_i)(h-\varepsilon_i+\hat P_i)^{-1}(1-\hat P_i)$, where the added $\hat P_i$ lifts the zero eigenvalue.

For $s$ shells write $\varphi_i=f_i(r)/(\sqrt{4\pi}\,r)$ and $\psi_i=p_i(r)/(\sqrt{4\pi}\,r)$, with $\rho=4\pi r^2n=\sum_if_i^2$ and $s=4\pi r^2S=\sum_if_ip_i$. The radial component of $\mathbf J$ is
$$
J_r=\frac1{4\pi}\sum_i\frac{p_i}r\left(\frac{f_i'}r-\frac{f_i}{r^2}\right),
$$
and $\nabla\cdot\mathbf J=r^{-2}(r^2J_r)'$. Likewise $4\pi r^2\nabla^2S=\big(r^2(s/r^2)'\big)'=(s'-2s/r)'$. Equation (8) becomes
$$
\rho\,(v-\mathcal K[v])=\frac12\frac d{dr}\Big(s'-\frac{2s}r\Big)-\frac d{dr}\sum_i\Big(p_if_i'-\frac{p_if_i}r\Big), \tag{18}
$$
and at the OEP, where $s=0$, $\rho D=-\frac{d}{dr}\sum_ip_if_i'$. The exchange term is $(\hat Kf_i)(r)=-\sum_jf_j(r)\int f_if_j/\max(r,r')\,dr'$, since a spherical charge shell at $r'$ has the potential $1/\max(r,r')$. The left side of (17) is $\int v\,(r\rho)'\,dr-E_x$, because $(r\rho)'=4\pi(3r^2n+r^3n')$.

## Worked example: the beryllium atom

Beryllium, $1s^22s^2$ with $Z=4$, is the smallest closed-shell atom with $D\ne0$. Each spin has $N=2$, with orbital $1=1s$ and orbital $2=2s$, both taken positive near the nucleus. The radial equations were solved numerically by Legendre–Gauss–Lobatto collocation of degree $128$ on the mapped coordinate $r=L(1+x)/(1-x+2L/R)$, with the chosen values $L=2.0$ bohr and a wall at $R=20.0$ bohr $=10.5835$ Å. The self-consistent OEP was found by solving $S=0$ with the scaled matrix $\tilde\chi$, so that (9) played no part in obtaining it. $D$ was then computed from the shifts by spectral differentiation.

This part has fixed the additive constant, related the OEP–KLI difference to $D$, split $D$ into occupied and virtual parts, and given the virial check and the solution methods. The numerical results for beryllium and the conditions under which the derivation changes remain.
